Why frozen-core CCSD(T) gives good bond lengths for N2 and CO

**1. The form of a bond-length shift**

Let E(r) be a potential curve with its minimum at r_e, and let W(r) be a small extra energy: a correlation contribution, the gain from a larger basis, or the energy gained by correlating core electrons. Adding a constant to W moves no minimum, so the displacement δr cannot depend on the size of W, but only on its derivatives. At leading order it is linear in the slope W′(r_e), an energy per length. The curve supplies its stiffness k = E″(r_e), an energy per length squared. The length that can be formed from these two, linear in W′, is W′/k. Hence

δr = −c W′(r_e)/k,

where c is a pure number.

To find c, and the first correction, write g = E‴(r_e) and expand the condition for the new minimum, E′ + W′ = 0, using E′(r_e) = 0:

W′ + (k + W″) δr + ½ g δr² + … = 0.

Put δr = δ₁ + δ₂, with δ₁ of first order in W and δ₂ of second order. The two orders must vanish separately:

W′ + k δ₁ = 0, so δ₁ = −W′/k and c = 1;

k δ₂ + W″ δ₁ + ½ g δ₁² = 0, so δ₂ = −δ₁ [W″/k + g δ₁/(2k)].

A contribution that becomes more negative on stretching (W′ < 0) lengthens the bond. One that becomes less negative (W′ > 0) shortens it. The second-order correction is small compared with δ₁ when both terms in the bracket are small compared with 1. The linear formula is then reliable, provided that the higher-order terms are small too. It can fail for a soft bond if W′ and W″ are not correspondingly small.

**2. What is being compared**

The bond lengths are equilibrium distances on nonrelativistic Born-Oppenheimer curves, built on a closed-shell restricted Hartree-Fock (HF) determinant. CCSD includes single and double excitations through an exponential ansatz, and (T) adds a perturbative estimate of connected triples. The basis sets cc-pVDZ, cc-pVTZ and cc-pVQZ are written DZ, TZ and QZ. Frozen core means that the two 1s-type molecular orbitals are left uncorrelated. Lengths are in pm and energies in mEh, thousandths of a hartree.

The reference is an estimate of the CCSD(T) result with all electrons correlated and a complete basis. It omits excitations beyond CCSD(T) and relativity, so it is neither exact nor a substitute for experiment. "Error" below means deviation from this reference.

Near the minimum, correlation slopes are obtained from two distances separated by 2h, with h = 1.5 pm:

W′(r₀) ≈ [W(r₀ + h) − W(r₀ − h)]/(2h).

Subtracting the Taylor series for the two energies cancels the even terms and leaves a leading error h²W‴/6. The centres r₀ are 110.4 pm for N2 and 113.6 pm for CO. They lie within 0.02 pm of the frozen-core CCSD(T)/TZ minima, so the slope is taken where it is needed.

**3. How correlation can lengthen a bond**

A two-configuration model shows how this can happen. Let one electron pair occupy a bonding orbital, and let the doubly excited configuration, with the pair in the antibonding orbital, lie 2Δ higher. Let K be the coupling between them. The energy λ relative to the HF configuration obeys

λ(λ − 2Δ) − K² = 0.

The lower root is the correlation energy:

W = Δ − R, with R = √(Δ² + K²).

If K varies slowly with distance, differentiation gives

W′ = (1 − Δ/R) Δ′ = n Δ′.

Here n is the number of electrons in the antibonding orbital. To see this, note that only the excited configuration has an energy depending on Δ, namely 2Δ. The derivative of the eigenvalue with respect to Δ is therefore twice the weight of that configuration, and each unit of weight carries two antibonding electrons.

Stretching reduces the bonding-antibonding separation, so Δ′ < 0 and W′ < 0: the bond lengthens. The occupation also grows, because

dn/dr = −(K²/R³) Δ′ > 0.

Two limits are useful. For K ≪ Δ, W ≈ −K²/(2Δ), the perturbative result. For Δ → 0, W → −|K| and n → 1: the two configurations have equal weight, and a method built on one determinant loses its footing. If K changes appreciably, W′ acquires the further term −KK′/R, and the sign then depends on both terms.

In the molecules, the natural occupation of the π* pair can be followed directly. At the CCSD/DZ level, stretching by 3 pm around the centre raises it from 0.125 to 0.133 electrons in N2 and from 0.107 to 0.111 in CO. This agrees with the mechanism in sign, but K does not vary slowly in these molecules. For one π → π* pair built from canonical HF/DZ orbitals, K grows on stretching, and the term −KK′/R is nearly as large as nΔ′: −0.34 against −0.41 mEh/pm in N2, and −0.11 against −0.14 mEh/pm in CO. Both terms lengthen the bond. Taken as independent, the two π pairs give about −1.5 mEh/pm of the CCSD(T)/DZ correlation slope of −2.57 in N2, and only about −0.5 of −1.68 in CO. The model therefore illustrates one source of the lengthening and does not account for all of it.

The total valence correlation slopes at the CCSD(T)/TZ level are −2.292 mEh/pm for N2 and −1.534 mEh/pm for CO. With k = 0.5283 and 0.4331 mEh/pm², the linear formula gives

N2: δ₁ = 2.292/0.5283 = 4.34 pm,
CO: δ₁ = 1.534/0.4331 = 3.54 pm.

The actual changes from HF to CCSD(T) are smaller:

N2: 106.72 → 110.39 pm, a lengthening of 3.66 pm,
CO: 110.45 → 113.58 pm, a lengthening of 3.13 pm.

(The last digit can differ from the difference of rounded lengths.) The linear formula gets the sign and the scale right but overshoots by 19 % and 13 %. Since k and W′ were taken at the CCSD(T) minimum, the displacement to be predicted runs inward, towards the HF minimum. A bond curve stiffens on compression (g < 0), so the anharmonic term shortens that inward step. The curvature W″ enters at the same order, and the two effects are not separated here. For the full correlation effect the minima of the curves are therefore used, while the linear formula is kept for the much smaller shifts below.

The lengthening arrives in stages. CCSD supplies 2.97 pm in N2 and 2.44 pm in CO. The triples add 0.70 and 0.69 pm. These last numbers set the scale against which the remaining shortenings must be weighed.

**4. Basis extension shortens the bond**

Write the energy change on enlarging the basis as a part belonging to the separate atoms and a part due to their interaction:

ΔE(r) = ΔE_atoms + I(r).

The atomic part is constant and has no effect on r_e. If I is negative near the equilibrium distance and weakens steadily there as the atoms move apart, its slope is positive and the bond shortens. A physical reading is that close atoms distort one another more and bring more electron pairs near each other, so they profit more from additional functions. The computed slopes test the sign, not this reading of its origin.

From DZ to TZ, frozen-core CCSD(T) bonds shorten by 1.50 pm in N2 and 0.88 pm in CO. The linear formula gives 1.55 and 0.90 pm, errors of about 3 % and 2 %. This supports its use for the smaller TZ to QZ step.

That step was evaluated by adding second-order Møller-Plesset (MP2) correlation increments to the HF increments. The replacement of CCSD(T) by MP2 was tested on the DZ to TZ change: MP2 gives shortenings of 1.61 and 0.86 pm, within about 8 % and 2 % of CCSD(T). These percentages refer to the whole shift, which includes the HF part common to both methods; for the correlation increment alone, the linear formula gives −0.53 pm with both methods in N2, but −0.30 pm with MP2 against −0.33 pm with CCSD(T) in CO. Absolute MP2 bond lengths are less accurate, but much of their error cancels in the difference between basis sets.

For N2, the TZ to QZ slopes give

HF part: −0.0859/0.5283 = −0.163 pm,
correlation part: −0.0707/0.5283 = −0.134 pm.

For CO they give

HF part: −0.1129/0.4331 = −0.261 pm,
correlation part: −0.0510/0.4331 = −0.118 pm.

With these slopes the HF shift of CO is 1.60 times that of N2. The formula resolves this ratio into a slope larger by a factor 1.31 and a bond softer by a factor 1.22. The slopes come from density-fitted integrals, and their last digits depend on the fitting. With exact TZ integrals and larger fitting sets in QZ, the HF and correlation parts become −0.151 and −0.144 pm in N2 and −0.253 and −0.121 pm in CO, and the ratio of the HF shifts becomes about 1.7. The sum of the two parts changes by 0.005 pm or less.

Adding both parts to the TZ lengths gives composite frozen-core CCSD(T)/QZ values of 110.09 pm for N2 and 113.20 pm for CO. These are not direct CCSD(T)/QZ optimizations.

**5. What remains beyond QZ**

For the correlation energy, assume that the error falls as the inverse cube of the basis number X, with X = 2, 3, 4 for DZ, TZ, QZ:

W_X = W_∞ + A/X³.

The last computed gain and the remaining gain are then

W_QZ − W_TZ = A(1/64 − 1/27) = −37A/1728,
W_∞ − W_QZ = −A/64 = −27A/1728.

Dividing the second by the first eliminates A:

W_∞ − W_QZ = (27/37)(W_QZ − W_TZ).

If the law holds at each distance near r_e, the slopes obey the same relation. The remaining shifts are

N2: (27/37)(−0.134) = −0.098 pm,
CO: (27/37)(−0.118) = −0.086 pm.

This is a rough estimate. When the law is fitted to the DZ and TZ energies, the computed TZ to QZ gain is 1.51 times its prediction in N2 and 1.53 times in CO. These ratios concern energies, whereas the shifts depend on slopes, so they fix neither the size nor the sign of the error in the remaining shifts. For N2, MP2 slopes in QZ and cc-pV5Z extrapolated by the same law give a remaining shift of −0.099 pm, in line with the estimate. HF basis error beyond QZ is neglected; in N2 the step from QZ to cc-pV5Z alone would shorten the bond by a further 0.02 pm.

**6. Core correlation shortens the bond**

Correlating the 1s electrons adds core-core and core-valence correlation energy. The part belonging to separate atoms is again constant, and only the dependence on distance moves the minimum. MP2 calculations in cc-pCVTZ, which has additional tight functions for the core region, give positive slopes and therefore shortenings:

N2: −0.0918/0.5283 = −0.174 pm,
CO: −0.0772/0.4331 = −0.178 pm.

The slope is smaller in CO, but the softer bond makes up for it.

Two possible sources of error behave very differently. In N2 with the smaller cc-pCVDZ basis, MP2 and CCSD(T) both give −0.055 pm, so the choice of correlation method matters little there. The same comparison was not made for CO. The basis matters a great deal: going from cc-pCVDZ to cc-pCVTZ triples the shift. The shift is still not converged in cc-pCVTZ: in cc-pCVQZ it grows to −0.209 pm in N2 and −0.230 pm in CO. The cc-pCVTZ values used below therefore leave the reference lengths too long, and the positive errors too small, by about 0.035 pm in N2 and 0.05 pm in CO on this account.

**7. The balance**

The path from frozen-core CCSD(T)/TZ to the reference is

N2: 110.39 − 0.163 − 0.134 − 0.098 − 0.174 = 109.82 pm,
CO: 113.58 − 0.261 − 0.118 − 0.086 − 0.178 = 112.94 pm.

In ångström, the reference lengths are 1.098 Å and 1.129 Å. All four corrections have the same sign. The errors of the frozen-core CCSD(T) lengths are therefore sums of positive terms:

TZ, N2: 0.163 + 0.134 + 0.098 + 0.174 = 0.57 pm,
TZ, CO: 0.261 + 0.118 + 0.086 + 0.178 = 0.64 pm,
QZ, N2: 0.098 + 0.174 = 0.27 pm,
QZ, CO: 0.086 + 0.178 = 0.26 pm.

Relative to the reference lengths, this is about half a percent in TZ and a quarter of a percent in QZ.

This shows why frozen-core CCSD(T) stays close to the reference in TZ and QZ. In N2 and CO, correlation does lengthen the bond, and basis extension and core correlation do shorten it, but in frozen-core CCSD(T) the large lengthening is already included. What has been left out is two shortenings, which do not cancel each other. The TZ bond lengths are good because both omissions are small there: together they amount to about one sixth of the correlation lengthening in N2 and one fifth in CO. In DZ the basis omission is much larger, and the bonds are about 2.1 and 1.5 pm too long. Going from TZ to QZ removes about half of the estimated total error in N2 (0.30 of 0.57 pm) and somewhat more in CO (0.38 of 0.64 pm); these fractions depend on the uncertain extrapolation and core terms. In both molecules core correlation is then the larger of the two remaining estimated terms, so enlarging the valence basis further without correlating the core cannot remove the whole error.

**8. Where cancellation does occur**

CCSD/TZ omits the triples as well. Their absence makes the bond too short, while the incomplete basis and frozen core make it too long:

N2: −0.70 + 0.57 = −0.13 pm,
CO: −0.69 + 0.64 = −0.05 pm.

These errors are smaller than those of CCSD(T)/TZ, although CCSD is the less complete treatment of correlation. Their exact values are uncertain by several hundredths of a pm: with the cc-pCVQZ core shifts they become about −0.09 pm in N2 and zero in CO. The advantage rests on a balance between errors of opposite sign. Adding the triples leaves the whole positive error, and enlarging the basis also upsets the balance. If the TZ to QZ shifts found above are carried over to CCSD, its error becomes

N2: −0.13 − 0.163 − 0.134 = −0.43 pm,
CO: −0.05 − 0.261 − 0.118 = −0.43 pm.

On this estimate, the better basis makes CCSD worse and CCSD(T) better. That difference in behaviour distinguishes a fortunate balance from small individual errors.

HF shows the opposite extreme. In TZ its bonds are 3.10 pm too short for N2 and 2.49 pm too short for CO. The same partial cancellation is present: the missing lengthenings of 3.66 and 3.13 pm are offset by the omitted shortenings of 0.57 and 0.64 pm (to within rounding in the last digit). The offset is only about one sixth and one fifth of the missing lengthening, so most of the error remains. The HF slopes of section 4, taken near the CCSD(T) minima, suggest that a larger basis would shorten the HF bonds further.

**9. Reliability and limits**

Two independent tests were made for N2 in the DZ basis. The analytic CCSD gradient was evaluated at the predicted CCSD minimum, and the CCSD(T) slope was found from separate energies around the predicted CCSD(T) minimum. Divided by k, each residual slope corresponds to a displacement of about 0.007 pm, far below the effects discussed.

The TZ curves take the small curvature of the correlation energy from DZ. For MP2, that curvature changes between DZ and TZ by 1.4 % of k in N2 and 0.8 % in CO. CCSD has its minimum about 0.7 pm from the grid centre, so a change of this size would move it by about 0.01 pm. The CCSD(T) minimum, close to the centre, would hardly move. Further uncertainties, for which no strict bounds were computed, come from the basis dependence of the core shift, the extrapolation beyond QZ, the use of MP2 increments in place of CCSD(T), and the density fitting (an approximation to the electron-repulsion integrals) used for the TZ to QZ increments.

The comparison with nature contains further terms. If excitations beyond CCSD(T) lengthen these bonds, they offset part of the positive error found here; if they shorten them, they add to it. Neither their sign nor their size has been computed, so no such cancellation is claimed.

The argument also belongs to bonds near equilibrium. When a bond is stretched far enough for Δ to become small compared with |K|, the model of section 3 gives its two configurations nearly equal weight. A perturbative triples correction built on only one of them can then no longer be assumed to be small. The good bond lengths found here therefore give no assurance about the dissociation curve. The numerical output below gives the individual values for both molecules.

Values computed for the example and the checks

```
grid step: 1.5 pm; columns below: N2, CO
grid center [pm]: 110.4, 113.6
r_e HF/TZ [pm]: 106.72, 110.45
r_e fc-MP2/DZ [pm]: 112.97, 114.72
r_e fc-MP2/TZ [pm]: 111.36, 113.86
r_e fc-CCSD/DZ [pm]: 111.27, 113.84
r_e fc-CCSD/TZ [pm]: 109.69, 112.89
r_e fc-CCSD(T)/DZ [pm]: 111.89, 114.46
r_e fc-CCSD(T)/TZ [pm]: 110.39, 113.58
k, fc-CCSD(T)/TZ [mEh/pm^2]: 0.5283, 0.4331
correlation slope, CCSD(T)/TZ [mEh/pm]: -2.292, -1.534
lengthening HF to CCSD(T), TZ [pm]: 3.66, 3.13
lengthening by (T), TZ [pm]: 0.70, 0.69
pi* occupation at center - step [electrons]: 0.1249, 0.1067
pi* occupation at center + step [electrons]: 0.1334, 0.1113
DZ to TZ shift, CCSD(T) [pm]: -1.50, -0.88
DZ to TZ shift, linear formula [pm]: -1.55, -0.90
DZ to TZ shift, MP2 [pm]: -1.61, -0.86
MP2 curvature change DZ to TZ, over k [1]: -0.0140, -0.0083
TZ to QZ slope, HF part [mEh/pm]: 0.0859, 0.1129
TZ to QZ slope, MP2 correlation part [mEh/pm]: 0.0707, 0.0510
core-correlation slope, MP2/cc-pCVTZ [mEh/pm]: 0.0918, 0.0772
TZ to QZ shift, HF part [pm]: -0.163, -0.261
TZ to QZ shift, correlation part [pm]: -0.134, -0.118
QZ to limit shift, estimate [pm]: -0.098, -0.086
core-correlation shift [pm]: -0.174, -0.178
TZ to QZ MP2 gain: computed / X^-3 law [1]: 1.51, 1.53
r_e fc-CCSD(T)/QZ, composite [pm]: 110.09, 113.20
r_e fc-CCSD(T) limit, estimate [pm]: 109.99, 113.12
r_e ae-CCSD(T) limit, estimate [pm]: 109.82, 112.94
error fc-CCSD(T)/TZ against ae limit [pm]: 0.57, 0.64
error fc-CCSD(T)/QZ against ae limit [pm]: 0.27, 0.26
error fc-CCSD/TZ against ae limit [pm]: -0.13, -0.05
N2 check, CCSD/DZ minimum error, analytic gradient [pm]: -0.0070
N2 check, CCSD(T)/DZ minimum error, separate energies [pm]: -0.0070
N2 check, core shift, MP2/cc-pCVDZ [pm]: -0.0547
N2 check, core shift, CCSD(T)/cc-pCVDZ [pm]: -0.0550
```
